# Hubbard forces with Löwdin projectors: differentiating the inverse square-root overlap: a numerical check

```python
"""Hubbard forces with Loewdin-orthogonalized projectors.

Result under test: for X = O^(-1/2), O = Q diag(lam) Q^dagger,
  (Q^dagger dX Q)_ab = -(Q^dagger dO Q)_ab / (ra rb (ra + rb)),  ra = sqrt(lam_a),
and the Hubbard force built from it.
Symbols: O overlap of atomic orbitals phi; B = <basis|phi>; D density matrix
of each spin; M = B^dagger D B; n = site blocks of X M X; V = dE_U/dn;
E_U = U/2 sum Tr[n(1-n)].  Internal units are Hartree atomic units.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"       # one core: avoid competing threads
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, inv, sqrtm, solve_sylvester
from pyscf import gto, scf, dft, fci, lib
from pyscf.grad import uks as uks_grad

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
FORCE = HARTREE_EV / BOHR_A          # Ha/bohr -> eV/Angstrom


def inverse_root(O):
    lam, Q = eigh(O)
    return (Q / np.sqrt(lam)) @ Q.conj().T


def apply_kernel(O, matrix, shortcut=False):
    """Multiply a matrix by the kernel in the eigenbasis of O."""
    lam, Q = eigh(O)
    r = np.sqrt(lam)
    if shortcut:                     # justified if O and dO commute
        kernel = 0.25 * (r[:, None]**-3 + r[None, :]**-3)
    else:
        kernel = 1 / (np.outer(r, r) * (r[:, None] + r[None, :]))
    return Q @ (kernel * (Q.conj().T @ matrix @ Q)) @ Q.conj().T


def hubbard_terms(B, O, D, same_site, U):
    X = inverse_root(O)
    M = B.conj().T @ D @ B
    n = same_site * (X @ M @ X)
    V = 0.5 * U * (np.eye(len(O)) - 2 * n)
    energy = 0.5 * U * np.trace(n - n @ n, axis1=1, axis2=2).sum().real
    return energy, n, V, X, M


def orthogonalizer_adjoint(O, V, X, M, shortcut=False):
    G = (M @ X @ V + V @ X @ M).sum(axis=0)
    return apply_kernel(O, G, shortcut)


# ---- matrix derivative, with a triply degenerate eigenvalue
rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


Q_test = np.linalg.qr(random_complex(5, 5))[0]
lam_test = np.array([0.4, 0.4, 0.4, 1.3, 1.7])
O_test = (Q_test * lam_test) @ Q_test.conj().T
O_test = 0.5 * (O_test + O_test.conj().T)
dO_test = random_complex(5, 5)
dO_test = dO_test + dO_test.conj().T
dO_test /= np.linalg.norm(dO_test)


def root_difference(O, dO, h=1e-4):
    return (inv(sqrtm(O + h * dO)) - inv(sqrtm(O - h * dO))) / (2 * h)


dX_test = -apply_kernel(O_test, dO_test)
fd_test = root_difference(O_test, dO_test)
err_matrix = np.abs(dX_test - fd_test).max()
assert err_matrix < 1e-6
X_test, O_inv = inv(sqrtm(O_test)), inv(O_test)
sylvester = solve_sylvester(X_test, X_test, -O_inv @ dO_test @ O_inv)
err_sylvester = np.abs(dX_test - sylvester).max()
assert err_sylvester < 1e-10

# amplification bound and its attainment
bound = 0.5 * lam_test.min()**-1.5
softest = np.outer(Q_test[:, 0], Q_test[:, 0].conj())
attained = np.linalg.norm(root_difference(O_test, softest))
assert np.linalg.norm(fd_test) < bound and abs(attained - bound) < 1e-5

# commuting shortcut: correct for an equal pair, wrong in general
pair, dpair = np.array([[1, .3], [.3, 1]]), np.array([[0, 1.], [1., 0]])
err_pair = np.abs(-apply_kernel(pair, dpair, True)
                  - root_difference(pair, dpair)).max()
err_shortcut = np.abs(-apply_kernel(O_test, dO_test, True) - fd_test).max()
assert err_pair < 1e-6 and err_shortcut > 1e-3

# rounding near degeneracy, judged by a 50-digit divided difference
mp.mp.dps = 50
err_sum = err_subtracted = 0.0
for a in np.linspace(0.3, 1.7, 20):
    b = a * (1 + 1e-11)
    am, bm = mp.mpf(float(a)), mp.mpf(float(b))
    ref = (1 / mp.sqrt(bm) - 1 / mp.sqrt(am)) / (bm - am)
    ra, rb = np.sqrt(a), np.sqrt(b)
    summed = -1 / (ra * rb * (ra + rb))
    subtracted = (1 / rb - 1 / ra) / (b - a)
    err_sum = max(err_sum, float(abs(mp.mpf(float(summed)) / ref - 1)))
    err_subtracted = max(err_subtracted,
                         float(abs(mp.mpf(float(subtracted)) / ref - 1)))
assert err_sum < 1e-14 and err_subtracted > 1e-8

# ---- complex orbitals in a fixed basis: three sites, two orbitals each
phi0 = np.eye(12, 6) + 0.2 * random_complex(12, 6)
dphi = 0.2 * random_complex(12, 6)
psi = np.linalg.qr(random_complex(12, 4))[0]
D_fixed = (psi @ psi.conj().T)[None]
sites2 = np.kron(np.eye(3), np.ones((2, 2)))


def fixed_basis_energy(t):
    phi = phi0 + t * dphi
    return hubbard_terms(phi, phi.conj().T @ phi, D_fixed, sites2, 1.0)[0]


O0 = phi0.conj().T @ phi0
dO0 = dphi.conj().T @ phi0 + phi0.conj().T @ dphi
_, _, V0, X0, M0 = hubbard_terms(phi0, O0, D_fixed, sites2, 1.0)
Z0 = orthogonalizer_adjoint(O0, V0, X0, M0)
root_O, G0 = sqrtm(O0), (M0 @ X0 @ V0 + V0 @ X0 @ M0)[0]
assert np.abs(root_O @ Z0 + Z0 @ root_O - X0 @ G0 @ X0).max() < 1e-10
slope = (2 * np.trace(V0[0] @ X0 @ dphi.conj().T @ D_fixed[0] @ phi0 @ X0)
         - np.trace(Z0 @ dO0)).real
slope_fd = (fixed_basis_energy(1e-4) - fixed_basis_energy(-1e-4)) / 2e-4
assert abs(slope - slope_fd) < 1e-6

# ---- H4 chain
BASIS, LARGER_BASIS = "6-31g", "cc-pvdz"
GRID, FINER_GRID = (30, 110), (50, 194)   # radial, angular points per atom
SPACINGS_A = np.array([1.6, 1.8, 1.7])
U_EV = 4.0
U = U_EV / HARTREE_EV
Z_CHAIN = np.concatenate([[0], np.cumsum(SPACINGS_A)]) / BOHR_A
ONE_ORBITAL = np.eye(4)


def chain(z, basis=BASIS):
    return gto.M(atom=[["H", (0., 0., float(x))] for x in z], basis=basis,
                 unit="Bohr", verbose=0)


def moved(atom, step):
    z = Z_CHAIN.copy()
    z[atom] += step
    return z


def atomic_projectors(basis):
    """Free-atom 1s orbital on each atom, in that atom's own basis."""
    atom = gto.M(atom="H", basis=basis, spin=1, verbose=0)
    h = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
    e, c = eigh(h, atom.intor("int1e_ovlp"))
    c1s = c[:, 0] * np.sign(c[0, 0])
    return e[0], np.kron(np.eye(4), c1s[:, None])


class HubbardUKS(dft.uks.UKS):
    def __init__(self, mol, projectors, u):
        super().__init__(mol, xc="pbe,pbe")
        self.projectors, self.u_value = projectors, u

    def get_veff(self, mol=None, dm=None, *args, **kwargs):
        if dm is None:
            dm = self.make_rdm1()
        base = super().get_veff(self.mol, dm)
        B = self.mol.intor("int1e_ovlp") @ self.projectors
        O = self.projectors.T @ B
        e_u, _, V, X, _ = hubbard_terms(B, O, np.asarray(dm), ONE_ORBITAL,
                                        self.u_value)
        BX = B @ X
        return lib.tag_array(np.asarray(base) + BX @ V @ BX.T,
                             ecoul=base.ecoul, exc=base.exc + e_u)


def solve_chain(z, A, u, basis=BASIS, dm=None, grid=GRID):
    mol = chain(z, basis)
    mf = HubbardUKS(mol, A, u)
    mf.grids.atom_grid = grid
    mf.grids.prune = None
    mf.small_rho_cutoff = 0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
    if dm is None:                   # alternating spins along the chain
        L = A @ inverse_root(A.T @ mol.intor("int1e_ovlp") @ A)
        dm = np.array([L[:, s::2] @ L[:, s::2].T for s in (0, 1)])
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def hubbard_slopes(mf):
    """z derivatives of E_U for each atom, split into three parts.

    A fourth column holds the orthogonalizer part from the shortcut.
    """
    mol, A = mf.mol, mf.projectors
    D = np.asarray(mf.make_rdm1())
    B = mol.intor("int1e_ovlp") @ A
    O = A.T @ B
    e_u, n, V, X, M = hubbard_terms(B, O, D, ONE_ORBITAL, mf.u_value)
    Z = orthogonalizer_adjoint(O, V, X, M)
    Z_short = orthogonalizer_adjoint(O, V, X, M, True)
    t = mol.intor("int1e_ipovlp", comp=3)[2]
    owner = np.repeat(np.arange(4), t.shape[0] // 4)
    rows, dOs = [], []
    for atom in range(4):
        own = (owner == atom).astype(float)
        dB_phi = -(t.T * own[None, :]) @ A
        dB_basis = -(t * own[:, None]) @ A
        dO = A.T @ (dB_phi + dB_basis)

        def projected(dB):
            return 2 * np.trace(V @ X @ dB.T @ D @ B @ X,
                                axis1=1, axis2=2).sum()
        rows.append([projected(dB_phi), -np.trace(Z @ dO),
                     projected(dB_basis), -np.trace(Z_short @ dO)])
        dOs.append(dO)
    return np.array(rows), dOs, O, X, n, e_u, D


def total_force(mf, slopes):
    g = uks_grad.Gradients(mf)
    g.grid_response = True
    base = -g.kernel()[:, 2]
    return base, base - slopes[:, :3].sum(axis=1)


e_atom, A = atomic_projectors(BASIS)
mf = solve_chain(Z_CHAIN, A, U)
slopes, dOs, O, X, n, e_u, D = hubbard_slopes(mf)
moments = np.diagonal(n[0] - n[1])
assert np.abs(moments).min() > 0.3   # the chosen alternating-spin regime
base_force, force = total_force(mf, slopes)


def displaced_hubbard(atom, step, basis_follows):
    mol_new = chain(moved(atom, step))
    S_new = mol_new.intor("int1e_ovlp")
    S_cross = S_new if basis_follows else gto.mole.intor_cross(
        "int1e_ovlp", mf.mol, mol_new)
    return hubbard_terms(S_cross @ A, A.T @ S_new @ A, D, ONE_ORBITAL, U)[0]


err_space = err_coeff = 0.0
for atom in range(4):
    for follows in (False, True):
        fd = (displaced_hubbard(atom, 1e-3, follows)
              - displaced_hubbard(atom, -1e-3, follows)) / 2e-3
        error = abs(fd - slopes[atom, :3 if follows else 2].sum())
        if follows:
            err_coeff = max(err_coeff, error)
        else:
            err_space = max(err_space, error)
assert err_space < 1e-7 and err_coeff < 1e-7
sum_orth = slopes[:, 1].sum()
assert abs(sum_orth) < 1e-10

# complete force on the end atom against self-consistent total energies
STEP = 0.01
e_plus = solve_chain(moved(0, STEP), A, U, dm=D).e_tot
e_minus = solve_chain(moved(0, -STEP), A, U, dm=D).e_tot
force_fd = -(e_plus - e_minus) / (2 * STEP)
TOL = 2e-5     # quadrature, finite step and SCF convergence, Ha/bohr
assert abs(force[0] - force_fd) < TOL
without_dX = force[0] + slopes[0, 1]
with_shortcut = force[0] + slopes[0, 1] - slopes[0, 3]
assert abs(without_dX - force_fd) > 10 * TOL

# ---- size of what the example leaves out
mf_pbe = solve_chain(Z_CHAIN, A, 0.0, dm=D)
slopes_pbe, _, _, _, n_pbe, _, _ = hubbard_slopes(mf_pbe)
force_pbe = total_force(mf_pbe, slopes_pbe)[1][0]
mf_grid = solve_chain(Z_CHAIN, A, U, dm=D, grid=FINER_GRID)
force_grid = total_force(mf_grid, hubbard_slopes(mf_grid)[0])[1][0]
_, A_large = atomic_projectors(LARGER_BASIS)
mf_large = solve_chain(Z_CHAIN, A_large, U, basis=LARGER_BASIS)
force_large = total_force(mf_large, hubbard_slopes(mf_large)[0])[1][0]


def fci_energy(z):
    mol = chain(z)
    hf = scf.RHF(mol)
    hf.kernel()
    solver = fci.FCI(hf)
    solver.conv_tol = 1e-11
    energy, vector = solver.kernel()
    orbitals = hf.mo_coeff.shape[1]
    spin2 = fci.spin_op.spin_square(vector, orbitals, (2, 2))[0]
    assert abs(spin2) < 1e-3
    return energy


force_fci = -(fci_energy(moved(0, 0.02)) - fci_energy(moved(0, -0.02))) / 0.04
slope_U = 0.1                        # assumed dU/dz, eV per Angstrom
force_from_U = -slope_U * e_u / U    # eV per Angstrom


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in values)


dX_end = -apply_kernel(O, dOs[0])
print("matrix dX, max error vs finite difference:", f"{err_matrix:.1e}")
print("matrix dX, max error vs Sylvester solver:", f"{err_sylvester:.1e}")
print("amplification bound, attained:", f"{bound:.4f} {attained:.4f}")
print("shortcut error, equal pair / general:",
      f"{err_pair:.1e} / {err_shortcut:.1e}")
print("near-degenerate relative error, summed / subtracted:",
      f"{err_sum:.1e} / {err_subtracted:.1e}")
print("complex fixed-basis slope, formula / difference:",
      f"{slope:.7f} / {slope_fd:.7f}")
print("H4 spacings (Angstrom):", row(SPACINGS_A, 2))
print("Hubbard U (eV):", f"{U_EV:.2f}")
print("free-atom 1s energy in basis (eV):", f"{e_atom * HARTREE_EV:.4f}")
print("overlaps O01 O12 O23:", row([O[0, 1], O[1, 2], O[2, 3]]))
print("overlap eigenvalues:", row(eigh(O)[0]))
print("X row of end atom:", row(X[0]))
print("dO01 dO02 dO03 for end atom (1/Angstrom):", row(dOs[0][0, 1:] / BOHR_A))
print("dX row of end atom (1/Angstrom):", row(dX_end[0] / BOHR_A))
print("occupations, spin up:", row(np.diagonal(n[0])))
print("occupations, spin down:", row(np.diagonal(n[1])))
print("site moments, PBE+U:", row(moments))
print("site moments, PBE:", row(np.diagonal(n_pbe[0] - n_pbe[1])))
print("Hubbard energy (eV):", f"{e_u * HARTREE_EV:.4f}")
print("total energy PBE+U (eV):", f"{mf.e_tot * HARTREE_EV:.4f}")
print("Forces along z on the end atom; positive is toward the chain")
print("base-functional part (eV/Angstrom):", f"{base_force[0] * FORCE:.4f}")
print("projector-motion part (eV/Angstrom):", f"{-slopes[0, 0] * FORCE:.4f}")
print("orthogonalizer part (eV/Angstrom):", f"{-slopes[0, 1] * FORCE:.4f}")
print("fixed-orbital Hubbard force (eV/Angstrom):",
      f"{-slopes[0, :2].sum() * FORCE:.4f}")
print("basis-following part (eV/Angstrom):", f"{-slopes[0, 2] * FORCE:.4f}")
print("total force, formula (eV/Angstrom):", f"{force[0] * FORCE:.5f}")
print("total force, energy difference (eV/Angstrom):",
      f"{force_fd * FORCE:.5f}")
print("total force, formula (Ha/bohr):", f"{force[0]:.6f}")
print("total without dX (eV/Angstrom):", f"{without_dX * FORCE:.4f}")
print("total with commuting shortcut (eV/Angstrom):",
      f"{with_shortcut * FORCE:.4f}")
print("orthogonalizer forces, four atoms (eV/Angstrom):",
      row(-slopes[:, 1] * FORCE))
print("their sum (eV/Angstrom):", f"{-sum_orth * FORCE:.1e}")
print("max E_U slope error, fixed orbitals / fixed coefficients (Ha/bohr):",
      f"{err_space:.1e} / {err_coeff:.1e}")
print("PBE force without U (eV/Angstrom):", f"{force_pbe * FORCE:.4f}")
print("full-CI force, same basis (eV/Angstrom):", f"{force_fci * FORCE:.4f}")
print("PBE+U force, finer quadrature (eV/Angstrom):",
      f"{force_grid * FORCE:.4f}")
print("PBE+U force, cc-pVDZ (eV/Angstrom):", f"{force_large * FORCE:.4f}")
print("PBE+U <S^2> (singlet: 0):", f"{mf.spin_square()[0]:.4f}")
print("assumed slope of U (eV/Angstrom):", f"{slope_U:.2f}")
print("force from that slope (eV/Angstrom):", f"{force_from_U:.4f}")
print("done: every assertion held")
```

Printed output:

```
matrix dX, max error vs finite difference: 8.6e-09
matrix dX, max error vs Sylvester solver: 7.2e-16
amplification bound, attained: 1.9764 1.9764
shortcut error, equal pair / general: 6.1e-09 / 8.7e-02
near-degenerate relative error, summed / subtracted: 3.3e-16 / 3.4e-05
complex fixed-basis slope, formula / difference: 0.0259189 / 0.0259189
H4 spacings (Angstrom): 1.60 1.80 1.70
Hubbard U (eV): 4.00
free-atom 1s energy in basis (eV): -13.5576
overlaps O01 O12 O23: 0.3316 0.2593 0.2940
overlap eigenvalues: 0.5449 0.7779 1.1928 1.4844
X row of end atom: 1.0465 -0.1852 0.0287 -0.0055
dO01 dO02 dO03 for end atom (1/Angstrom): 0.3903 0.0365 0.0007
dX row of end atom (1/Angstrom): 0.1188 -0.2511 0.0310 -0.0060
occupations, spin up: 0.9320 0.1049 0.9171 0.0455
occupations, spin down: 0.0625 0.9011 0.0866 0.9493
site moments, PBE+U: 0.8695 -0.7962 0.8304 -0.9037
site moments, PBE: 0.4463 -0.3170 0.4267 -0.5562
Hubbard energy (eV): 1.1037
total energy PBE+U (eV): -54.7418
Forces along z on the end atom; positive is toward the chain
base-functional part (eV/Angstrom): 1.2997
projector-motion part (eV/Angstrom): -0.4227
orthogonalizer part (eV/Angstrom): 0.4133
fixed-orbital Hubbard force (eV/Angstrom): -0.0094
basis-following part (eV/Angstrom): -0.4385
total force, formula (eV/Angstrom): 0.85184
total force, energy difference (eV/Angstrom): 0.85189
total force, formula (Ha/bohr): 0.016566
total without dX (eV/Angstrom): 0.4386
total with commuting shortcut (eV/Angstrom): 0.8519
orthogonalizer forces, four atoms (eV/Angstrom): 0.4133 -0.1523 0.0978 -0.3588
their sum (eV/Angstrom): -8.9e-17
max E_U slope error, fixed orbitals / fixed coefficients (Ha/bohr): 3.1e-09 / 9.0e-10
PBE force without U (eV/Angstrom): 2.9489
full-CI force, same basis (eV/Angstrom): 2.6489
PBE+U force, finer quadrature (eV/Angstrom): 0.8521
PBE+U force, cc-pVDZ (eV/Angstrom): 0.8922
PBE+U <S^2> (singlet: 0): 1.4638
assumed slope of U (eV/Angstrom): 0.10
force from that slope (eV/Angstrom): -0.0276
done: every assertion held
```
